# Schottky equilibrium and vacancy fractions in a pure 1:1 crystal

## 1. What dimensions and symmetry fix

A crystal MX is built from ions M$^+$ and X$^-$ on two sublattices with equal numbers of sites. A Schottky pair is one empty cation site and one empty anion site, far apart. The two missing ions have gone to the surface, where they form one new formula unit. Let $g$ be the Gibbs energy needed for this, leaving out the entropy of choosing which sites are empty.

The vacancy fraction $x$ is the number of vacancies of one kind divided by the number of sites of that sublattice. It is dimensionless and does not depend on the size of a large crystal. If vacancies do not interact, the problem contains two energies, $g$ and $k_BT$. Hence $x$ can depend only on $g/k_BT$.

Symmetry gives the factor one half. With $n$ vacancies on each sublattice, let one sublattice have $\omega(n)$ arrangements. The other has the same number, so the crystal has $\omega^2$, and its entropy of arrangement is $2k_B\ln\omega$. At equilibrium the cost of one more pair equals the gain from this entropy:

$$g=2k_BT\,\frac{d\ln\omega}{dn},\qquad\text{or}\qquad \frac{g}{2}=k_BT\,\frac{d\ln\omega}{dn}.$$

Each sublattice therefore behaves as if its own vacancy cost $g/2$, whatever the separate costs may be. The remaining task is to find $\omega$, which turns out to give an exponential:

$$x_c=x_a=x_0=e^{-g/2k_BT}=e^{s/2k_B}\,e^{-h/2k_BT}. \tag{1}$$

Here $x_c$ and $x_a$ are the cation and anion vacancy fractions, and $g=h-Ts$. The pair-formation enthalpy is $h$. The entropy $s$ comes mainly from changed lattice vibrations and excludes the entropy of arrangement.

Equation (1) assumes a pure crystal at fixed low pressure, with free Schottky vacancies as its only important defects. The crystal must have had time to exchange vacancies with its surfaces. The fractions refer to the interior, away from charged surface layers. The factor $e^{s/2k_B}$ is a constant of proportionality if $h$ and $s$ do not vary with temperature.

## 2. Counting the arrangements

Take $N$ cations and $N$ anions. Forming $n$ pairs keeps every ion in the crystal but adds $n$ formula units' worth of sites. Each sublattice then has $N+n$ sites, of which $n$ are empty:

$$\omega(n)=\frac{(N+n)!}{N!\,n!},\qquad x=\frac{n}{N+n}.$$

The Gibbs energy of the crystal, relative to the perfect one, is

$$\Delta G(n)=ng-2k_BT\ln\omega(n).$$

Now add one pair. Since $(N+n+1)!=(N+n+1)(N+n)!$ and $(n+1)!=(n+1)\,n!$,

$$\frac{\omega(n+1)}{\omega(n)}=\frac{N+n+1}{n+1}.$$

The change in Gibbs energy is therefore

$$\Delta G(n+1)-\Delta G(n)=g-2k_BT\ln\frac{N+n+1}{n+1}.$$

The fraction in the logarithm equals $1+N/(n+1)$ and falls as $n$ grows. The change thus rises steadily with $n$. For positive $g$ it starts negative in a large crystal and later becomes positive, so there is one minimum. For large $n$ the added ones are negligible, and the minimum lies where

$$g=2k_BT\ln\frac{N+n}{n}=-2k_BT\ln x.$$

Dividing by $-2k_BT$ and exponentiating gives $x=e^{-g/2k_BT}$. Substituting $g=h-Ts$ gives

$$-\frac{g}{2k_BT}=-\frac{h}{2k_BT}+\frac{s}{2k_B},$$

which is the second form in equation (1).

**Most probable and mean values.** The probability of $n$ is proportional to $e^{-\Delta G(n)/k_BT}$. For large $n$,

$$\frac{d^2}{dn^2}\frac{\Delta G}{k_BT}=2\left(\frac1n-\frac1{N+n}\right)=\frac{2N}{n(N+n)}.$$

Near its peak the distribution is a Gaussian whose variance is the inverse of this, $n(N+n)/2N$. For $n\ll N$ the variance is about $n/2$, and the width relative to $n$ is about $1/\sqrt{2n}$. In a large crystal the mean and the most probable fraction agree.

## 3. Where small $x$ matters, and where it does not

The counting did not require $x\ll1$. It did require the number of ions to be fixed. Suppose instead that the number of sites per sublattice, $N_s$, is fixed, and each removed pair goes to an outside reservoir at the same cost $g$. Then

$$\omega(n)=\frac{N_s!}{n!\,(N_s-n)!},\qquad \frac{\omega(n+1)}{\omega(n)}=\frac{N_s-n}{n+1}.$$

With $x=n/N_s$, the same balance now gives

$$\frac{x}{1-x}=e^{-g/2k_BT}.$$

The two results differ by a relative amount close to $x$ when $x$ is small.

A large fraction separates them. For $g/k_BT=2$, equation (1) gives $e^{-1}=0.3679$. Summing over all important values of $n$, with weights $\omega^2e^{-ng/k_BT}$ and $N=5000$, gives a mean fraction of 0.3679. The fixed-site formula gives $0.3679/1.3679=0.2689$. This comparison concerns the counting alone. In a real ionic crystal, vacancies at such a density would interact strongly.

## 4. The slope gives half the enthalpy

If $h$ and $s$ are constant, a plot of $\ln x_0$ against $1/k_BT$ is a straight line of slope $-h/2$. The slope keeps this meaning at each temperature even when $h$ varies. At constant pressure, heating changes enthalpy and entropy together:

$$\frac{dh}{dT}=T\frac{ds}{dT}.$$

Hence

$$\frac{dg}{dT}=\frac{dh}{dT}-s-T\frac{ds}{dT}=-s.$$

Apply this to $\ln x_0=-g/2k_BT$:

$$\frac{d\ln x_0}{dT}=-\frac1{2k_B}\left(\frac1T\frac{dg}{dT}-\frac g{T^2}\right)=\frac{Ts+g}{2k_BT^2}=\frac{h}{2k_BT^2}.$$

Since $d(1/k_BT)/dT=-1/k_BT^2$, division gives

$$\frac{d\ln x_0}{d(1/k_BT)}=-\frac{h(T)}2. \tag{2}$$

As an illustration, let $h$ be 2.4 eV at 800 K and rise by $2k_B$ per kelvin. At 900 K it is 2.4172 eV. The slope there, found by a finite difference with the matching change in $s$, is $-1.2086$ eV, half of that value with a minus sign.

## 5. Why unequal vacancy energies give equal fractions

Removing a cation need not cost the same as removing an anion. Call the separate Gibbs energies $g_c$ and $g_a$, with $g_c+g_a=g$. They are defined for moving an ion to the surface, where the electric potential $\phi$ is set to zero.

A missing M$^+$ leaves a local charge $-e$, and a missing X$^-$ leaves $+e$. At potential $\phi$ the costs become $g_c-e\phi$ and $g_a+e\phi$. Balancing each against the arrangement entropy of its own sublattice gives, for small fractions,

$$x_c=e^{-(g_c-e\phi)/k_BT},\qquad x_a=e^{-(g_a+e\phi)/k_BT}.$$

The potential cancels from the product:

$$x_cx_a=e^{-(g_c+g_a)/k_BT}=e^{-g/k_BT}=x_0^2. \tag{3}$$

In the interior the charge density must vanish, so $x_c=x_a$. Equating the exponents gives $g_c-e\phi_b=g_a+e\phi_b$, and the interior potential is

$$e\phi_b=\frac{g_c-g_a}{2}.$$

Both costs are then $g/2$. The cheaper vacancy forms in excess near the surface, and the resulting potential raises its cost until the two are equal inside.

**Thickness of the surface layer.** Let $n_s$ be the number of sites of one sublattice per volume, $\varepsilon=\varepsilon_r\varepsilon_0$ the permittivity and $\psi=e(\phi-\phi_b)/k_BT$. The fractions become $x_c=x_0e^{\psi}$ and $x_a=x_0e^{-\psi}$. The charge density is

$$\rho=en_s(x_a-x_c)=-2en_sx_0\sinh\psi.$$

Poisson's equation in one dimension, $\phi''=-\rho/\varepsilon$, becomes

$$\psi''=\frac{\sinh\psi}{L^2},\qquad L^2=\frac{\varepsilon k_BT}{2n_sx_0e^2}.$$

Where $\psi$ is small, $\sinh\psi\approx\psi$, and the solution that dies away from a surface is proportional to $e^{-z/L}$. The depth $L$ is the Debye length. Equality of the fractions is thus an interior result. When $g_c$ and $g_a$ differ, it fails in grains whose size is comparable with $L$.

## 6. Worked example: rough values for hot sodium chloride

Take $h=2.4$ eV, $s=9k_B$, a cubic lattice parameter $a=0.58$ nm and $\varepsilon_r=7$. These are rough values typical of hot sodium chloride. The cubic cell holds four formula units, so

$$n_s=\frac4{(0.58\ \text{nm})^3}=2.05\times10^{22}\ \text{cm}^{-3}.$$

At 800 K, $k_BT=0.06894$ eV, and $g=2.4-9(0.06894)=1.780$ eV. Then

$$\frac h{2k_BT}=\frac{2.4}{2(0.06894)}=17.41,\qquad e^{s/2k_B}=e^{4.5}=90.0,$$

$$x_0=90.0\times2.756\times10^{-8}=2.48\times10^{-6}.$$

Multiplication by $n_s$ gives $5.1\times10^{16}$ vacancies of each kind per cm$^3$. Without the half in the exponent the result would be $x_0^2=6.2\times10^{-12}$, which is the product of the two fractions.

| $T$ (K) | $x_0$ | density (cm$^{-3}$) |
|---:|---:|---:|
| 600 | $7.5\times10^{-9}$ | $1.5\times10^{14}$ |
| 700 | $2.1\times10^{-7}$ | $4.2\times10^{15}$ |
| 800 | $2.5\times10^{-6}$ | $5.1\times10^{16}$ |
| 900 | $1.7\times10^{-5}$ | $3.5\times10^{17}$ |
| 1000 | $8.1\times10^{-5}$ | $1.7\times10^{18}$ |

The fraction grows about ten-thousandfold from 600 to 1000 K. An enthalpy lower by 0.1 eV, with $s$ and $T$ held fixed, would multiply $x_0$ at 800 K by $e^{0.05/0.06894}=2.07$. The absolute fractions are therefore no better than the rough inputs.

For the Debye length, use $e^2/4\pi\varepsilon_0=1.44$ eV nm and $n_s=20.5$ nm$^{-3}$:

$$L^2=\frac{7(0.06894)}{8\pi(1.44)(20.5)(2.48\times10^{-6})}\ \text{nm}^2,\qquad L=16.2\ \text{nm}.$$

To see the surface layer, choose $g_c=0.740$ eV and $g_a=1.040$ eV. This split is an illustration, not a property of the salt. The interior potential is then $-0.15$ V. Solving the nonlinear Poisson equation by finite differences and Newton's method in a slab 600 nm thick gives this picture:

- At the surface, where the boundary condition $\phi=0$ fixes them at $e^{-g_c/k_BT}$ and $e^{-g_a/k_BT}$, $x_c=2.2\times10^{-5}$ and $x_a=2.8\times10^{-7}$.
- In the middle, both fractions are $2.48\times10^{-6}$.

For a crystal 1 mm across, $L$ is of order $10^{-5}$ of its size, so the layers occupy little of the volume.

## 7. When the crystal is no longer pure

Let a fraction $c$ of the cation sites hold divalent cations. Each carries an extra charge $+e$ compared with M$^+$. Neutrality requires $x_c=x_a+c$, while equation (3) still holds for dilute, unbound defects. Replacing $x_a$ by $x_0^2/x_c$ and multiplying by $x_c$ gives

$$x_c^2-cx_c-x_0^2=0,\qquad x_c=\frac c2+\sqrt{\frac{c^2}4+x_0^2}.$$

The positive root is needed because $x_c$ is a fraction. There are two limits:

- For $c\ll x_0$, both fractions approach $x_0$. This is the meaning of "pure" here.
- For $c\gg x_0$, $x_c\approx c$ and $x_a\approx x_0^2/c$. As long as the impurities do not bind vacancies, the cation vacancy fraction then hardly depends on temperature. At fixed $c$ and constant $h$, the anion fraction varies as $e^{-h/k_BT}$, with the full pair enthalpy.

Take one divalent cation per million cation sites. At 800 K,

$$x_c=\left(0.5+\sqrt{0.25+6.16}\right)\times10^{-6}=3.0\times10^{-6},$$

and $x_a=2.0\times10^{-6}$. At 600 K the values are $x_c=1.0\times10^{-6}$ and $x_a=5.6\times10^{-11}$.

The two regimes meet near $x_0=c$. Taking the logarithm of equation (1) and solving for $T$ gives

$$T=\frac{h}{2k_B\,[s/2k_B-\ln c]}=760\ \text{K}.$$

## 8. Interactions between vacancies

**Bound pairs.** Opposite vacancies attract. A neighbouring pair costs $g-b$, where $b$ is the binding energy. In the rock-salt structure each cation site has six nearest anion sites, so a dilute crystal has, per cation site, a bound-pair fraction

$$x_p=6e^{-(g-b)/k_BT}=6x_0^2e^{b/k_BT}.$$

Binding changes the number of vacancies in total, but does not by itself change the free fraction $x_0$: free vacancies and bound pairs are each in equilibrium with the surface.

For point charges a distance $a/2$ apart in a continuum, $b=1.44/(7\times0.29)=0.71$ eV. At 800 K,

$$\frac{x_p}{x_0}=6x_0e^{b/k_BT}=0.44.$$

A continuum permittivity is unreliable at atomic distance. With $b$ lower by 0.2 eV the ratio falls to 0.02. At 1000 K the two estimates are 1.8 and 0.18. The ratio grows on heating because it varies as $e^{(b-h/2)/k_BT}$ and both values of $b$ are below $h/2=1.2$ eV. A measurement that counts all vacancies can therefore depart from equation (1) even if the free ones obey it.

**Screening.** Each free vacancy also attracts a diffuse cloud of opposite charge. Let $R=\sqrt3a/2=0.50$ nm be the shortest distance to an opposite vacancy not counted as a bound pair. Outside $R$, the linear Poisson equation makes the cloud's charge density proportional to $e^{-r/L}/r$. In a shell of volume $4\pi r^2dr$ the charge is proportional to $re^{-r/L}dr$, so the mean of $1/r$ over the cloud is

$$\frac{\int_R^\infty e^{-r/L}dr}{\int_R^\infty re^{-r/L}dr}=\frac{Le^{-R/L}}{L(L+R)e^{-R/L}}=\frac1{L+R}.$$

The cloud's total charge is opposite to that of the vacancy. Building up the vacancy charge from zero, with the cloud growing in proportion, brings in a factor one half. The energy of each vacancy is lowered by

$$w=\frac{e^2}{8\pi\varepsilon(L+R)}=\frac{1.44}{2(7)(16.2+0.5)}=0.0062\ \text{eV}.$$

The pair cost falls by $2w$, so $x=x_0e^{w/k_BT}$. More vacancies shorten $L$, which raises $w$ again. Repeating the calculation until $x$ settles gives $x/x_0=1.10$ at 800 K and 1.47 at 1000 K. These are linear estimates, and linearisation is poor close to the vacancy: at $r=R$ the Coulomb energy is about $6k_BT$ at 800 K and $5k_BT$ at 1000 K. Keeping the full $\sinh$ in the Poisson equation, with the same $R$, raises the values to about 1.11 and 1.54. The correction at 1000 K should be read as a warning, not a precise value.

## 9. Reading the result for a real crystal

For sodium chloride, which melts at roughly 1100 K, the example is most useful in a middle range. Interactions and bound pairs matter more and more towards melting. With the point-charge binding energy of section 8, bound pairs at 900 K already number $0.97x_0$ per site, or about 0.8 of the free vacancies of one kind once screening raises the free fraction. On cooling, even a small impurity content comes to dominate: with one part per million of divalent cations, $x_c$ at 600 K is about 130 times the pure-crystal value. This factor neglects the binding of impurities to cation vacancies, which lowers the free fraction $x_c$. With twelve neighbouring cation sites per impurity, a binding energy of 0.50 eV would lower it by about 14% at 600 K, and 0.65 eV by more than half. Frenkel defects, in which an ion moves to an interstitial site, and changes of the material parameters with temperature are also left out.

Pressure is unimportant under ordinary conditions. Taking the added volume per pair as one formula unit, $a^3/4$, the work against 1 atm is $3\times10^{-5}$ eV. The enthalpy and energy of formation then differ by far less than the uncertainty in $h$.
